**Counting statistics of a diffusive wire: numerical tests**

The program tests $\ln\chi=\bar N\,\mathrm{arcsinh}^2\sqrt{e^{i\lambda}-1}$, where $\lambda$ is the counting field and $\bar N$ the mean number of transferred electrons, and the resulting third cumulant $\bar N/15$. It asserts that quadrature over the transmission density agrees with the closed form at five values of $\lambda$, and that the first four cumulants divided by the mean are $1$, $1/3$, $1/15$ and $-1/105$. A lattice quench supports the binomial law for a single channel: its third-cumulant rate is 0.05265, against 0.05266 from the law. A random scattering network gives $0.0713\pm0.0013$ for the third cumulant divided by the mean; this lies within the asserted allowance for finite size but about 7% above $1/15$. Further assertions cover the finite-temperature formula and the feedback rule for a series load, the latter against an exact moment hierarchy for a Poisson junction. For the silver-like wire at 0.3 mV, the output shows a thermal shift of +6.9% at 0.02 K and a load shift of −3.0% at 0.05 ohm, each relative to $1/15$ and computed separately. The electron-electron and phonon figures are estimates based on rough material parameters.

## Verification by program

```python
"""
Result under test: for a diffusive wire at zero temperature the generating
function of the number of transferred electrons is
    ln chi = Nbar * arcsinh(sqrt(exp(i*lam) - 1))**2,
so the third cumulant is Nbar/15.
Symbols: lam = counting field, mu = i*lam, Nbar = mean electron number,
T = transmission eigenvalue with density g/(2 T sqrt(1-T)), g = sum of T,
T = 1/cosh(x)**2, f_left and f_right = Fermi occupations of the contacts,
load_ratio = series load resistance / wire resistance.
"""
import math
import numpy as np
import sympy as sp
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import expm
from scipy.special import expit


def wire_function(mu):
    return np.arcsinh(np.sqrt(np.expm1(mu)))**2


def circle(radius, points=64):
    return radius*np.exp(2j*np.pi*(np.arange(points) + 0.5)/points)


def cumulants_on_circle(mu, values, highest=4):
    """Derivatives at mu = 0 from Cauchy's integral."""
    return [math.factorial(k)*np.mean(values/mu**k).real
            for k in range(1, highest + 1)]


# ---- Average over the transmission density against the closed form ----
def averaged_log(lam):
    z = np.exp(1j*lam) - 1

    def smooth_part(T):
        return 0.5*z if T < 1e-12 else 0.5*np.log1p(T*z)/T
    options = dict(weight='alg', wvar=(0, -0.5), epsabs=1e-11, limit=200)
    real = quad(lambda T: smooth_part(T).real, 0, 1, **options)[0]
    imag = quad(lambda T: smooth_part(T).imag, 0, 1, **options)[0]
    return real + 1j*imag


for lam in (0.3, 1.0, -1.7, 2.5, 2.9):
    assert abs(averaged_log(lam) - wire_function(1j*lam)) < 1e-7
direct_one = averaged_log(1.0)
closed_one = wire_function(1j)

# ---- Cumulants: closed form against averages of binomial cumulants ----
mu_ring = circle(1.0)
closed_cumulants = cumulants_on_circle(mu_ring, wire_function(mu_ring))


def average_over_x(function):
    return quad(lambda x: function(1/np.cosh(x)**2), 0, 30,
                epsabs=1e-12, limit=200)[0]


binomial_cumulants = [
    average_over_x(lambda T: T),
    average_over_x(lambda T: T*(1 - T)),
    average_over_x(lambda T: T*(1 - T)*(1 - 2*T)),
    average_over_x(lambda T: T*(1 - T)*(1 - 6*T + 6*T*T))]
for closed, direct, value in zip(closed_cumulants, binomial_cumulants,
                                 (1, 1/3, 1/15, -1/105)):
    assert abs(closed - direct) < 1e-9
    assert abs(closed - value) < 1e-9

# ---- Binomial counting law: quench of a lattice with one weak bond ----
# Left half full, right half empty; energies in units of the hopping.
half, weak_bond = 300, 0.3
hops = np.ones(2*half - 1)
hops[half - 1] = weak_bond
energies, orbitals = np.linalg.eigh(np.diag(hops, 1) + np.diag(hops, -1))


def lattice_cumulants(time):
    amplitude = (orbitals[half:]*np.exp(-1j*energies*time)) \
        @ orbitals[:half].T
    p = np.linalg.svd(amplitude, compute_uv=False)**2
    return np.array([p.sum(), (p*(1 - p)).sum(),
                     (p*(1 - p)*(1 - 2*p)).sum()])


lattice_rates = (lattice_cumulants(140.0) - lattice_cumulants(60.0))/80.0


def bond_transmission(k):
    return (4*weak_bond**2*np.sin(k)**2
            / abs(1 - weak_bond**2*np.exp(2j*k))**2)


def band_integral(function):
    return quad(lambda k: function(bond_transmission(k))*np.sin(k)/np.pi,
                0, np.pi)[0]


binomial_rates = np.array([
    band_integral(lambda T: T), band_integral(lambda T: T*(1 - T)),
    band_integral(lambda T: T*(1 - T)*(1 - 2*T))])
# Finite time leaves slowly decaying transients in the measured rates.
assert np.all(abs(lattice_rates - binomial_rates) < 0.0015)

# ---- Transmission density: random network without time reversal ----
rng = np.random.default_rng(12)
channels, slices, samples, slice_T = 70, 30, 50, 0.8


def random_unitary(size):
    a = rng.normal(size=(size, size)) + 1j*rng.normal(size=(size, size))
    q, r = np.linalg.qr(a)
    d = np.diag(r)
    return q*(d/abs(d))


identity = np.eye(channels)
slice_r = 1j*np.sqrt(1 - slice_T)
network = []
for _ in range(samples):
    t = identity.astype(complex)
    r_back = np.zeros((channels, channels), complex)
    for _ in range(slices):
        forward = random_unitary(channels)
        r_back = forward @ r_back @ random_unitary(channels)
        multiple = np.linalg.inv(identity - slice_r*r_back)
        t = np.sqrt(slice_T)*multiple @ forward @ t
        r_back = slice_r*identity + slice_T*r_back @ multiple
    flux = t @ t.conj().T + r_back @ r_back.conj().T
    assert np.max(abs(flux - identity)) < 1e-8
    T = np.linalg.svd(t, compute_uv=False)**2
    network.append([T.sum(), (T*(1 - T)).sum(),
                    (T*(1 - T)*(1 - 2*T)).sum()])
network = np.array(network)
network_g = network[:, 0].mean()
network_ratios, network_errors = [], []
for column, expected in ((1, 1/3), (2, 1/15)):
    ratio = network[:, column].mean()/network_g
    residual = network[:, column] - ratio*network[:, 0]
    error = residual.std(ddof=1)/np.sqrt(samples)/network_g
    # 0.006 allows for finite length and finite conductance.
    assert abs(ratio - expected) < 4*error + 0.006
    network_ratios.append(ratio)
    network_errors.append(error)
ohmic_g = channels/(1 + slices*(1 - slice_T)/slice_T)
assert abs(network_g/ohmic_g - 1) < 0.03


# ---- Finite temperature ----
def thermal_third(a, b):
    return a - 2*a*b + 16*a**3/15


def trinomial_third(T, f_left, f_right):
    """Third cumulant of outcomes +1, 0, -1 from raw moments."""
    plus = T*f_left*(1 - f_right)
    minus = T*f_right*(1 - f_left)
    m1, m2 = plus - minus, plus + minus
    return m1 - 3*m1*m2 + 2*m1**3


for fl, fr in ((0.7, 0.2), (0.95, 0.4), (0.3, 0.25)):
    direct = average_over_x(lambda T: trinomial_third(T, fl, fr))
    formula = thermal_third(fl - fr, fl*(1 - fr) + fr*(1 - fl))
    assert abs(direct - formula) < 1e-9


def thermal_ratio(bias_over_kT):
    e = np.arange(-40, bias_over_kT + 40, 0.01)
    fl, fr = expit(bias_over_kT - e), expit(-e)
    a, b = fl - fr, fl*(1 - fr) + fr*(1 - fl)
    return thermal_third(a, b).sum()/a.sum()


assert abs(thermal_ratio(0.01) - 1/3) < 1e-4


# ---- Feedback of a quiet series load ----
def loaded_cumulants(function, load_ratio):
    mu = circle(0.5)
    lam = mu.copy()
    for _ in range(300):
        lam = mu - load_ratio*function(lam)
    assert np.max(abs(lam + load_ratio*function(lam) - mu)) < 1e-12
    return cumulants_on_circle(mu, function(lam), 3)


# Exact moments of a Poisson junction whose event rate y relaxes to 1
# in unit time and drops by test_ratio after each event.
count, y = sp.symbols('count y')
test_ratio = sp.Rational(1, 5)
monomials = [(i, j) for i in range(4) for j in range(4 - i)]
generator = np.zeros((len(monomials), len(monomials)))
for row, (i, j) in enumerate(monomials):
    f = count**i*y**j
    jumped = (count + 1)**i*(y - test_ratio)**j
    change = sp.expand((1 - y)*sp.diff(f, y) + y*(jumped - f))
    for powers, coefficient in sp.Poly(change, count, y).terms():
        if coefficient != 0:
            generator[row, monomials.index(powers)] = float(coefficient)
start = np.array([1.0 if i == 0 else 0.0 for i, j in monomials])


def hierarchy_cumulants(time):
    moments = expm(generator*time) @ start
    m1, m2, m3 = (moments[monomials.index((k, 0))] for k in (1, 2, 3))
    return np.array([m1, m2 - m1**2, m3 - 3*m1*m2 + 2*m1**3])


hierarchy_rates = (hierarchy_cumulants(60.0)
                   - hierarchy_cumulants(30.0))/30.0
feedback_rates = np.array(loaded_cumulants(np.expm1, float(test_ratio)))
assert np.all(abs(hierarchy_rates - feedback_rates) < 1e-6)

# ---- Worked example: silver-like wire, rough typical parameters ----
bias, temperature, count_time = 0.3e-3, 0.02, 10e-9
length, width, thickness = 1000e-9, 100e-9, 30e-9
diffusion, fermi_energy = 100e-4, 5.5*sc.e
load_resistance, phonon_coupling = 0.05, 2e9
area = width*thickness
density = (2*sc.m_e*fermi_energy)**1.5/(3*np.pi**2*sc.hbar**3)
states = 1.5*density/fermi_energy
fermi_speed = np.sqrt(2*fermi_energy/sc.m_e)
free_path = 3*diffusion/fermi_speed
resistance = length/(sc.e**2*states*diffusion*area)
g_wire = sc.h/(2*sc.e**2*resistance)
current = bias/resistance
mean_count = current*count_time/sc.e
k2, k3 = (mean_count*c for c in closed_cumulants[1:3])
bias_over_kT = sc.e*bias/(sc.k*temperature)
warm_ratio = thermal_ratio(bias_over_kT)
warm_formula = 1/15 + 0.8/bias_over_kT
assert abs(warm_ratio - warm_formula) < 1e-7
load_ratio = load_resistance/resistance
loaded = loaded_cumulants(wire_function, load_ratio)
loaded_ratio = loaded[2]/loaded[0]
loaded_formula = (1 - 8*load_ratio)/15
# The first-order formula omits terms of second order in load_ratio.
assert abs(loaded_ratio - loaded_formula) < 10*load_ratio**2

diffusion_time = length**2/diffusion
segment = np.sqrt(sc.hbar*diffusion/(sc.e*bias))
electron_time = sc.hbar*states*area*segment
hot_scale = np.sqrt(3)/(2*np.pi)
two_step_energy = 2*quad(lambda e: 0.5*e, 0, 0.5)[0]
fermi_excess = 2*quad(lambda e: e*expit(-e/hot_scale), 0, 20)[0]
assert abs(two_step_energy - fermi_excess) < 1e-8
hot_temperature = hot_scale*sc.e*bias/sc.k
phonon_power = phonon_coupling*area*length*hot_temperature**5
joule_power = bias*current
assert free_path < 0.1*length and g_wire > 100
assert diffusion_time < 0.1*count_time
assert diffusion_time < 0.1*electron_time
assert phonon_power < 0.01*joule_power


def show(label, value, unit='', digits=5):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


print(f"averaged log at lam=1, quadrature: {direct_one:.8f}")
print(f"averaged log at lam=1, closed form: {closed_one:.8f}")
for order, value in enumerate(closed_cumulants, 1):
    show(f"cumulant {order} / mean", value, digits=8)
for order in range(3):
    print(f"lattice rate {order+1}, quench and binomial law: "
          f"{lattice_rates[order]:.5f} {binomial_rates[order]:.5f}")
print(f"network: {channels} channels, {slices} slices, {samples} samples")
print(f"network g, measured and ohmic: {network_g:.3f} {ohmic_g:.3f}")
for order in range(2):
    print(f"network cumulant {order+2} / mean: {network_ratios[order]:.4f}"
          f" +- {network_errors[order]:.4f}")
print("loaded Poisson rates, moments:", np.round(hierarchy_rates, 6))
print("loaded Poisson rates, feedback rule:", np.round(feedback_rates, 6))
show("wire length", length*1e9, "nm")
show("wire width", width*1e9, "nm")
show("wire thickness", thickness*1e9, "nm")
show("diffusion constant (rough)", diffusion*1e4, "cm2/s")
show("Fermi energy (rough)", fermi_energy/sc.e, "eV")
show("bias", bias*1e3, "mV")
show("temperature", temperature, "K")
show("counting time", count_time*1e9, "ns")
show("mean free path", free_path*1e9, "nm", 3)
show("wire resistance", resistance, "ohm", 4)
show("g, sum of transmissions", g_wire, digits=4)
show("current", current*1e6, "uA", 4)
show("attempts per channel and spin", sc.e*bias*count_time/sc.h, digits=4)
show("mean count", mean_count, "electrons", 4)
show("standard deviation of count", np.sqrt(k2), "electrons", 4)
show("third cumulant of count", k3, "electrons^3", 4)
show("skewness of count", k3/k2**1.5, digits=3)
show("bias energy / kT", bias_over_kT, digits=4)
show("third cumulant / mean, warm, integral", warm_ratio)
show("third cumulant / mean, warm, formula", warm_formula)
show("thermal change of that ratio", 100*(15*warm_ratio - 1), "%", 3)
show("load resistance", load_resistance, "ohm")
show("load / wire resistance", load_ratio, digits=3)
show("third cumulant / mean, loaded, full", loaded_ratio)
show("third cumulant / mean, loaded, first order", loaded_formula)
show("load change of that ratio", 100*(15*loaded_ratio - 1), "%", 3)
show("finite-conductance scale 1/g", 100/g_wire, "%", 2)
show("diffusion time", diffusion_time*1e9, "ns", 3)
show("electron-electron time (estimate)", electron_time*1e9, "ns", 2)
show("diffusion / electron-electron time", diffusion_time/electron_time,
     digits=2)
show("highest hot-electron temperature", hot_temperature, "K", 3)
show("phonon coupling (rough)", phonon_coupling, "W/(m3 K5)", 2)
show("phonon cooling / Joule power", phonon_power/joule_power, digits=2)
print("finished without a failed check")
```

It prints:

```
averaged log at lam=1, quadrature: -0.16706961+0.98880844j
averaged log at lam=1, closed form: -0.16706961+0.98880844j
cumulant 1 / mean: 1
cumulant 2 / mean: 0.33333333
cumulant 3 / mean: 0.066666667
cumulant 4 / mean: -0.0095238095
lattice rate 1, quench and binomial law: 0.13761 0.13762
lattice rate 2, quench and binomial law: 0.10324 0.10324
lattice rate 3, quench and binomial law: 0.05265 0.05266
network: 70 channels, 30 slices, 50 samples
network g, measured and ohmic: 8.193 8.235
network cumulant 2 / mean: 0.3381 +- 0.0021
network cumulant 3 / mean: 0.0713 +- 0.0013
loaded Poisson rates, moments: [0.833333 0.578704 0.241127]
loaded Poisson rates, feedback rule: [0.833333 0.578704 0.241127]
wire length: 1000 nm
wire width: 100 nm
wire thickness: 30 nm
diffusion constant (rough): 100 cm2/s
Fermi energy (rough): 5.5 eV
bias: 0.3 mV
temperature: 0.02 K
counting time: 10 ns
mean free path: 21.6 nm
wire resistance: 13.02 ohm
g, sum of transmissions: 991.1
current: 23.04 uA
attempts per channel and spin: 725.4
mean count: 1.438e+06 electrons
standard deviation of count: 692.3 electrons
third cumulant of count: 9.586e+04 electrons^3
skewness of count: 0.000289
bias energy / kT: 174.1
third cumulant / mean, warm, integral: 0.071263
third cumulant / mean, warm, formula: 0.071263
thermal change of that ratio: 6.89 %
load resistance: 0.05 ohm
load / wire resistance: 0.00384
third cumulant / mean, loaded, full: 0.064644
third cumulant / mean, loaded, first order: 0.064619
load change of that ratio: -3.03 %
finite-conductance scale 1/g: 0.1 %
diffusion time: 0.1 ns
electron-electron time (estimate): 4.7 ns
diffusion / electron-electron time: 0.021
highest hot-electron temperature: 0.96 K
phonon coupling (rough): 2e+09 W/(m3 K5)
phonon cooling / Joule power: 0.00071
finished without a failed check
```
